**Petermann factor of a Fabry-Perot laser from its two facet reflectivities**

For uniform net gain and inversion, the program tests K = [(r1 + r2)(1 − r1 r2) / (2 r1 r2 ln(1/(r1 r2)))]², where r1 and r2 are the amplitude reflectivities, the square roots of the power reflectivities R1 and R2. K multiplies the spontaneous-emission rate into the lasing mode relative to a mode of an orthogonal set. The program asserts that the formula agrees with K computed from left and right eigenvectors of a discretized cavity, and with the linewidth and photon number taken from its noise spectrum just below threshold. It also asserts the hyperbolic form, the small-loss expansion, the amplifier noise strength, and, on 200 random facet pairs, the bound K ≥ 1 and the minimum at equal facets for a fixed product R1R2. For R1 = 0.95 and R2 = 0.05 the output gives K = 1.99, and for two facets of 0.99 it gives 1.000008. With one perfect mirror and R2 = 0.05, K remains 2.01, so both reflectivities must approach one to recover unity. A saturated-gain estimate at three times threshold raises the example's spontaneous rate by about 8%.

## Numerical verification

```python
"""Longitudinal Petermann factor K of a uniformly pumped Fabry-Perot laser.

Result under test, with r1, r2 the amplitude reflectivities (R = r**2):
    K = [(r1 + r2)(1 - r1 r2) / (2 r1 r2 ln(1/(r1 r2)))]**2
K multiplies the spontaneous emission rate n_sp * v_g * g_m into the mode.
F, B: forward and backward wave amplitudes; |F|^2, |B|^2: photons per length.
g_m: material (modal) power gain; alpha_i: internal loss; n_sp: inversion
factor; v_g: group velocity. Lengths are in cm unless a name says otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.linalg import eig
from scipy.optimize import brentq


def petermann(R1, R2):
    r1, r2 = np.sqrt(R1), np.sqrt(R2)
    p = r1 * r2
    return ((r1 + r2) * (1 - p) / (2 * p * np.log(1 / p)))**2


def step_matrix(r1, r2, gain_length, cells):
    """Move both waves by one cell per time step, with gain and reflection."""
    q = np.exp(gain_length / (2 * cells))
    M = np.zeros((2 * cells, 2 * cells), dtype=complex)
    for j in range(cells - 1):
        M[j + 1, j] = q
        M[cells + j, cells + j + 1] = q
    M[0, cells] = r1 * q
    M[2 * cells - 1, cells - 1] = r2 * q
    return M


def petermann_from_eigenvectors(r1, r2, cells=100):
    gain_length = -np.log(abs(r1 * r2))
    values, left, right = eig(step_matrix(r1, r2, gain_length, cells),
                              left=True, right=True)
    m = np.argmin(abs(values - 1))
    u, w = right[:, m], left[:, m]
    return (np.vdot(u, u).real * np.vdot(w, w).real) / abs(np.vdot(w, u))**2


def petermann_from_quadrature(R1, R2):
    kappa = -0.5 * np.log(R1 * R2)          # unit cavity length
    total = quad(lambda z: R1 * np.exp(kappa * z) + np.exp(-kappa * z),
                 0, 1, epsabs=1e-13, epsrel=1e-13)[0]
    return (total / (2 * np.sqrt(R1)))**2


# Eigenvectors of the propagation matrix against the closed formula
pairs = [(0.95, 0.05), (0.30, 0.30), (0.90, 0.90), (0.50, 0.01)]
worst_eigen = 0.0
for R1, R2 in pairs:
    for phase in (0.0, 0.7):
        K_num = petermann_from_eigenvectors(
            np.sqrt(R1) * np.exp(1j * phase), np.sqrt(R2))
        worst_eigen = max(worst_eigen, abs(K_num / petermann(R1, R2) - 1))
# cell-midpoint sampling leaves an error of order (gain per cell)^2
assert worst_eigen < 1e-4

# Symbolic integral, hyperbolic form and small-loss expansion
a, b, t, z = sp.symbols('a b t z', positive=True)
mode_energy = sp.integrate(sp.exp(-2*a) * sp.exp((a+b)*z)
                           + sp.exp(-(a+b)*z), (z, 0, 1))
root_K = mode_energy / (2 * sp.exp(-a))
hyperbolic = sp.cosh((a-b)/2) * sp.sinh((a+b)/2) / ((a+b)/2)
assert sp.simplify(sp.expand((root_K - hyperbolic).rewrite(sp.exp))) == 0
for av, bv in [(0.02, 0.01), (0.02, 0.02), (0.0, 0.02)]:
    excess = petermann_from_quadrature(np.exp(-2*av), np.exp(-2*bv)) - 1
    assert abs(excess / ((av**2 + bv**2 - av*bv) / 3) - 1) < 2e-3

# Bound K >= 1, and equal facets give the least K at fixed R1*R2
rng = np.random.default_rng(4)
for R1, R2 in rng.uniform(0.01, 0.99, (200, 2)):
    K_pair = petermann_from_quadrature(R1, R2)
    R_equal = np.sqrt(R1 * R2)
    K_equal = petermann_from_quadrature(R_equal, R_equal)
    assert K_pair >= K_equal - 1e-11 and K_equal >= 1 - 1e-11

# Example: InP-based edge emitter, rough typical parameters
wavelength_nm, length_um = 1550.0, 400.0
n_phase, n_group, n_sp = 3.2, 3.6, 1.5
alpha_i = 10.0
R1, R2 = 0.95, 0.05
pump_ratio, alpha_H, diffusion_um, temperature = 3.0, 3.0, 2.0, 300.0
L = length_um * 1e-4
r1, r2 = np.sqrt(R1), np.sqrt(R2)
alpha_m = np.log(1 / (r1 * r2)) / L
g_th = alpha_i + alpha_m
v_g = const.c * 100 / n_group
K = petermann(R1, R2)
rate_orthogonal = n_sp * v_g * g_th
mean_energy = quad(lambda s: R1 * np.exp(alpha_m * s)
                   + np.exp(-alpha_m * s), 0, L)[0] / L
assert abs((mean_energy / (2 * r1))**2 / K - 1) < 1e-9

# Noise strength: single-pass amplifier must emit n_sp (G - 1)
cells = 100
gL = alpha_m * L
no_facets = step_matrix(0, 0, gL, cells)
response = np.linalg.inv(np.eye(2 * cells) - no_facets)[cells - 1]
emitted = (n_sp * gL / cells * np.sum(abs(response)**2)
           * np.exp(gL / cells / 2 * 1.0)**1)
# the last half cell multiplies the power by exp(gL/(2 cells))
assert abs(emitted / (n_sp * (np.exp(gL) - 1)) - 1) < 1e-4

# Noise spectrum just below threshold: linewidth * photon number / rate = K
def noise_test(Ra, Rb, deficit=1e-3):
    ra, rb = np.sqrt(Ra), np.sqrt(Rb)
    M = step_matrix(ra, rb, np.log((1 - deficit) / (ra * rb)), cells)
    identity = np.eye(2 * cells)

    def spectrum(w):
        G = np.linalg.inv(np.exp(1j * w) * identity - M)
        return np.sum(abs(G)**2)

    scale = deficit / (2 * cells)
    peak = spectrum(0.0)
    half = brentq(lambda x: spectrum(x * scale) / peak - 0.5, 0.1, 5) * scale
    theta_max = np.arctan(np.pi / (2 * cells) / scale)
    nodes, weights = np.polynomial.legendre.leggauss(40)
    photons = sum(wt * theta_max * scale / np.cos(th)**2
                  * spectrum(scale * np.tan(th))
                  for th, wt in zip(theta_max * nodes, weights)) / (2*np.pi)
    return 2 * half * photons


K_noise = noise_test(R1, R2)
K_noise_cleaved = noise_test(0.30, 0.30)
# neighbouring resonances contribute at the order of the threshold deficit
assert abs(K_noise / K - 1) < 5e-3
assert abs(K_noise_cleaved / petermann(0.30, 0.30) - 1) < 5e-3


# Neglected effect: axial hole burning with locally saturated gain
def saturated(pump):
    grid = np.linspace(0, L, 401)

    def energy(s, x):
        return x * (R1 * np.exp(s) + np.exp(-s))

    def log_gain(x):
        return solve_ivp(
            lambda _, s: pump * g_th / (1 + energy(s, x)) - alpha_i,
            (0, L), [0.0], t_eval=grid, rtol=1e-9, atol=1e-11).y[0]

    x = brentq(lambda v: log_gain(v)[-1] - alpha_m * L, 0, 50, xtol=1e-12)
    W = energy(log_gain(x), x)
    gain = pump * g_th / (1 + W)
    overlap = 2 * r1 * x * L
    K_profile = (simpson(W, x=grid) / overlap)**2
    rate = simpson(gain * W, x=grid) * simpson(W, x=grid) / overlap**2
    return K_profile, rate / (K * g_th), gain[0], gain[-1]


K_near, rate_near, _, _ = saturated(1.0001)
assert abs(K_near / K - 1) < 1e-3 and abs(rate_near - 1) < 1e-3
K_burnt, rate_burnt, gain_left, gain_right = saturated(pump_ratio)

# Neglected effect: rapidly varying standing-wave terms
order = round(2 * n_phase * length_um * 1000 / wavelength_nm)
zs = np.linspace(0, 1, 400001)
field = (r1 * np.exp((gL / 2 + 1j * np.pi * order) * zs)
         + np.exp(-(gL / 2 + 1j * np.pi * order) * zs))
K_wave = (simpson(abs(field)**2, x=zs) / abs(simpson(field**2, x=zs)))**2
assert abs(K_wave / K - 1) < 1e-4

# Neglected effects: carrier grating, thermal photons
grating_k = 4 * np.pi * n_phase / (wavelength_nm * 1e-3)
grating_left = 1 / (1 + (grating_k * diffusion_um)**2)
photon_energy = const.h * const.c / (wavelength_nm * 1e-9)
thermal = 1 / np.expm1(photon_energy / (const.k * temperature))

print(f"Wavelength: {wavelength_nm:.0f} nm; cavity length: {length_um:.0f} um")
print(f"Phase index: {n_phase:.1f}; group index: {n_group:.1f}")
print(f"Internal loss: {alpha_i:.1f} cm^-1; n_sp: {n_sp:.1f}")
print(f"Facet power reflectivities R1, R2: {R1:.2f}, {R2:.2f}")
print(f"Amplitude reflectivities r1, r2: {r1:.4f}, {r2:.4f}")
print(f"Product r1 r2: {r1*r2:.4f}; ln(1/(r1 r2)): {gL:.4f}")
print(f"a = ln(1/r1): {-np.log(r1):.4f}; b = ln(1/r2): {-np.log(r2):.4f}")
print(f"Mirror loss: {alpha_m:.2f} cm^-1")
print(f"Threshold material gain (modal): {g_th:.2f} cm^-1")
print(f"F^2 at z=0 and z=L (B^2(0)=1): {R1:.3f}, {R1*np.exp(gL):.3f}")
print(f"B^2 at z=L (B^2(0)=1): {np.exp(-gL):.4f}")
print(f"Mean of F^2+B^2: {mean_energy:.4f}; 2FB: {2*r1:.4f}")
print(f"sqrt(K): {np.sqrt(K):.4f}; K: {K:.4f}")
print(f"Group velocity: {v_g:.3e} cm/s")
print(f"Orthogonal-mode spontaneous rate: {rate_orthogonal:.3e} s^-1")
print(f"Actual spontaneous rate into mode: {K*rate_orthogonal:.3e} s^-1")
print(f"K from noise spectrum, example: {K_noise:.4f}")
print(f"K from noise spectrum, 0.30/0.30: {K_noise_cleaved:.4f}")
print(f"Largest relative eigenvector-test error: {worst_eigen:.1e}")
for Ra, Rb in [(0.30, 0.30), (0.50, 0.50), (0.90, 0.90), (0.99, 0.99),
               (1.00, 0.30), (1.00, 0.05), (0.05, 0.05)]:
    print(f"K for R1={Ra:.2f}, R2={Rb:.2f}: {petermann(Ra, Rb):.6f}")
print(f"Hole burning: pump / threshold: {pump_ratio:.1f}")
print(f"  gain at z=0, z=L: {gain_left:.2f}, {gain_right:.2f} cm^-1")
print(f"  K from saturated profile: {K_burnt:.4f}")
print(f"  noise rate / uniform-gain rate: {rate_burnt:.4f}")
print(f"Standing-wave terms, relative change of K: {K_wave/K-1:.1e}")
print(f"Carrier diffusion length: {diffusion_um:.1f} um")
print(f"  fraction of carrier grating left: {grating_left:.1e}")
print(f"Thermal photons per mode at {temperature:.0f} K: {thermal:.1e}")
print(f"alpha_H: {alpha_H:.1f}; factor 1+alpha_H^2: {1+alpha_H**2:.1f}")
print("every check passed")
```

Output:

```
Wavelength: 1550 nm; cavity length: 400 um
Phase index: 3.2; group index: 3.6
Internal loss: 10.0 cm^-1; n_sp: 1.5
Facet power reflectivities R1, R2: 0.95, 0.05
Amplitude reflectivities r1, r2: 0.9747, 0.2236
Product r1 r2: 0.2179; ln(1/(r1 r2)): 1.5235
a = ln(1/r1): 0.0256; b = ln(1/r2): 1.4979
Mirror loss: 38.09 cm^-1
Threshold material gain (modal): 48.09 cm^-1
F^2 at z=0 and z=L (B^2(0)=1): 0.950, 4.359
B^2 at z=L (B^2(0)=1): 0.2179
Mean of F^2+B^2: 2.7508; 2FB: 1.9494
sqrt(K): 1.4112; K: 1.9914
Group velocity: 8.328e+09 cm/s
Orthogonal-mode spontaneous rate: 6.007e+11 s^-1
Actual spontaneous rate into mode: 1.196e+12 s^-1
K from noise spectrum, example: 1.9908
K from noise spectrum, 0.30/0.30: 1.1266
Largest relative eigenvector-test error: 5.8e-05
K for R1=0.30, R2=0.30: 1.126786
K for R1=0.50, R2=0.50: 1.040684
K for R1=0.90, R2=0.90: 1.000925
K for R1=0.99, R2=0.99: 1.000008
K for R1=1.00, R2=0.30: 1.126786
K for R1=1.00, R2=0.05: 2.011274
K for R1=0.05, R2=0.05: 2.011274
Hole burning: pump / threshold: 3.0
  gain at z=0, z=L: 60.15, 33.69 cm^-1
  K from saturated profile: 2.2655
  noise rate / uniform-gain rate: 1.0814
Standing-wave terms, relative change of K: -1.0e-07
Carrier diffusion length: 2.0 um
  fraction of carrier grating left: 3.7e-04
Thermal photons per mode at 300 K: 3.7e-14
alpha_H: 3.0; factor 1+alpha_H^2: 10.0
every check passed
```
